Why a Stationary Body's Zero-Point Currents Radiate No Net Power

**The form of the answer**

Power per unit angular frequency has the dimension of energy. For a linear body whose properties do not change in time, frequencies do not mix, and the mean power is linear in the strengths of the fluctuating sources. There are two such sources: currents in the body, at temperature T_b, and the field arriving from the surroundings, at temperature T_e. The energy scale of each is the mean energy of an oscillator, ħω(n + ½), with

n(ω,T) = 1/[exp(ħω/kT) − 1].

The net power leaving the body must therefore have the form

P = ∫₀^∞ (dω/2π) ħω {𝒯_out [n(ω,T_b) + ½] − 𝒯_in [n(ω,T_e) + ½]},

where 𝒯_out and 𝒯_in are dimensionless and depend on the body's shape and material. Equilibrium at T_b = T_e requires P = 0, which suggests 𝒯_out = 𝒯_in at each frequency. If that holds, the two halves cancel and

P = ∫₀^∞ (dω/2π) ħω 𝒯(ω) [n(ω,T_b) − n(ω,T_e)].   (1)

At zero temperature the currents still fluctuate, and taken alone they would radiate. The vacuum field incident on the body delivers the same power back. What remains to be shown is the equality of the two transmissions.

**Sources of the fluctuations**

Divide the body into small polarizable cells. The vector p collects their dipole moments and E the electric field at the cells. With time factor e^(−iωt) and Gaussian units,

p = p_f + A E,   E = E₀ + G p.   (2)

Here A is the polarizability matrix of the material without radiation, p_f the material's own fluctuation, E₀ the free incoming field, and G the field produced at the cells by unit dipoles, including each dipole's radiation reaction. The sources p_f and E₀ are uncorrelated. For any matrix X, write X_a = (X − X†)/2i. This is the dissipative part of a response.

Let S_XY(ω) be the symmetrized spectrum, defined by ⟨½{X(ω),Y†(ω′)}⟩ = 2πδ(ω−ω′) S_XY(ω). Its size in equilibrium follows from the energy levels. Take an observable x with response χ, level populations P_m and transition frequencies ω_nm = (E_n − E_m)/ħ. Then

χ_a = (π/ħ) Σ_mn (P_m − P_n) |x_mn|² δ(ω − ω_nm),
S = π Σ_mn (P_m + P_n) |x_mn|² δ(ω − ω_nm).

The first comes from the commutator of x(t) and x(0), the second from half their anticommutator. Since P_n = P_m exp(−ħω/kT) wherever the delta function acts, the ratio (P_m + P_n)/(P_m − P_n) is coth(ħω/2kT). With several components, |x_mn|² becomes a product of matrix elements and the ratio is unchanged. Applied to the material and to the free field, this gives

S_f = ħ C_b A_a,   S₀ = ħ C_e G_a,   C = coth(ħω/2kT) = 1 + 2n.   (3)

At zero temperature C = 1 for ω > 0, and neither source vanishes.

The matrix G_a describes waves that come from infinity. To see this, let prescribed dipoles oscillate with peak amplitudes p at wavenumber k = ω/c. They do work at the mean rate (ω/2) p†G_a p. The same power crosses a distant sphere, where the field amplitude times distance is k²(1 − nn)Σ_j p_j exp(−ik n·r_j), n now being the unit vector of direction. Equating the work to (c/8π) times the squared amplitude, integrated over solid angle, for every choice of p gives

(G_a)_ij = (k³/4π) ∫ dΩ (1 − nn) exp[ik n·(r_i − r_j)].   (4)

So S₀ is an isotropic sum over plane waves. For a single dipole the angular integral is 8π/3 along each axis, and G_a = 2k³/3.

**Power from each source**

The mean work done by the field on the body is

⟨E·dp/dt⟩ = ∫_{−∞}^{∞} (dω/2π) ω Im Tr S_pE,   (5)

because dp/dt becomes −iωp and the real part of −iz is Im z. In a steady state the field energy near the body is constant, so this work equals the net inward flow of energy through any surface around the body.

Solving (2) for the dipoles gives

p = D p_f + T E₀,   D = (1 − AG)⁻¹,   T = DA.

First keep the body's own currents. Then p = D p_f and E = G D p_f, so S_pE = D S_f D†G†. As D S_f D† is Hermitian, the imaginary part of the trace picks out −G_a:

Im Tr S_pE = −ħ C_b Tr[G_a D A_a D†].   (6)

The sign is negative for ω > 0: the currents lose energy to the field they produce. This is the apparent emission.

Next keep the incoming field. Then p = T E₀ and E = E₀ + G T E₀, so

Im Tr S_pE = Im Tr[T S₀] + Im Tr[T S₀ T†G†]
= ħ C_e {Tr[T_a G_a] − Tr[G_a T G_a T†]}.   (7)

The first term is extinction, the work done by the incident wave on the dipoles it induces. In the far field it appears as interference between incident and scattered waves. The second term is the power scattered back out. Their difference is absorption. A calculation that keeps the outgoing field of the currents but omits this interference misses the inward flow.

**Why the two powers are equal**

Assume that A has an inverse, meaning that each cell can be polarized in every direction. From T = (1 − AG)⁻¹A follows T⁻¹ = A⁻¹ − G. Therefore

T − T† = T[(T†)⁻¹ − T⁻¹]T†
= T[(A†)⁻¹ − A⁻¹ + G − G†]T†.

The material part can be rewritten as (A†)⁻¹ − A⁻¹ = A⁻¹(A − A†)(A†)⁻¹, and T A⁻¹ = D. Division by 2i gives

T_a = D A_a D† + T G_a T†.   (8)

Total dissipation is the sum of loss in the material and loss by radiation. Multiply (8) by G_a and take the trace:

Tr[G_a D A_a D†] = Tr[G_a T_a] − Tr[G_a T G_a T†].   (9)

The left side is the emission factor in (6), the right side the absorption factor in (7). They are equal at every frequency, for any shape of body. Define

𝒯 = 4 Tr[G_a D A_a D†].

The integrand of (5) is even in ω, because each response at −ω is the complex conjugate of that at ω. The integral over all frequencies is thus twice that over positive ones, and the emitted part becomes 2ħω(1 + 2n_b)𝒯/4 = ħω(n_b + ½)𝒯. The absorbed part is the same with n_e. Their difference is (1).

The proof did not use A = Aᵀ, so reciprocity is not required. A numerical case shows the terms at work. Five dipoles, spaced by roughly 1/k, were given random lossy polarizabilities that strongly violate reciprocity. Plane waves from all directions were applied to the cluster and the linear equations solved. The extinction trace was 2.408 and the scattering trace 1.367, leaving 1.041 for absorption. The emission trace, found separately by integrating the far field of the fluctuating dipoles over all directions, was also 1.041.

**What depends on bookkeeping, and what does not**

The separate zero-point powers depend on how operator products are ordered. In the level sums above, one order of x(t) and x(0) carries the weight P_m and the other P_n. Divided by P_m − P_n, these weights are n + 1 and n. A mixture of the two orders, with fraction σ of the first at positive frequency and the mirrored choice at negative frequency, replaces n + ½ by n + σ for both sources. Symmetrized products have σ = ½. Normal ordering has σ = 0, and at zero temperature emission and absorption then vanish separately. In the difference n_b − n_e the constant σ drops out. "Absorption balances emission" and "nothing is emitted" are two accounts of one net power.

Energy conservation gives the same result without any split. If body and field together are in their joint ground state, that state is stationary. The mean field energy outside the body cannot change, so there is no net mean flow of energy from body to field. There is also no lower state into which the whole could fall, so nothing could pay for a continuing emission.

The balance can be followed in time with a mechanical model. Two chains of 300 oscillators of mass m represent body and field. In units where the field chain's spring constant k and m are 1, the body's springs are 0.7, and each mass is also tied to its site, with pinning frequency 0.5 in the body and 0.2 in the field. Each chain starts in its own ground state, and a spring of strength 0.3 then joins their ends. The motion is linear, so the power due to each chain's initial fluctuations can be computed separately from the normal modes. Averaged over times 200 to 400, after the switching transient and before reflections return from the far ends, the power entering the field chain is

from the body's zero-point motion: +0.0361 ħk/m,
from the field's zero-point motion: −0.0361 ħk/m.

The sum is about 10⁻⁸ ħk/m. The two chains are not alike, so no mirror symmetry enforces this. With the body started at kT = 0.5 (k here being Boltzmann's constant, energy in units of ħ times the unit frequency) and the field still in its ground state, a net power of 0.0144 ħk/m remains.

**How large the error would be: a polar nanosphere**

Consider a sphere of radius R = 50 nm with one optical phonon,

ε(E) = ε∞ [1 + (E_LO² − E_TO²)/(E_TO² − E² − iγE)],

where E = ħω is now the photon energy, ε∞ = 6.7, E_TO = 98 meV, E_LO = 120 meV and γ = 0.6 meV. For a sphere much smaller than the wavelength, one dipole suffices. Its polarizability without radiation reaction is α₀ = R³(ε − 1)/(ε + 2). With g = 2k³/3 and three axes,

𝒯 = 12 g Im α₀ / |1 − igα₀|².   (10)

The resonance lies where Re ε ≈ −2:

E₀² = E_TO² + ε∞(E_LO² − E_TO²)/(ε∞ + 2)
= 9604 + 6.7 × 4796/8.7 = 13297 meV²,

so E₀ = 115.3 meV. To find its height, insert ε into α₀/R³ = 1 − 3/(ε + 2). Since

ε + 2 = (ε∞ + 2)(E₀² − E² − iγE)/(E_TO² − E² − iγE),

the imaginary part at E₀ is

Im α₀/R³ = [3/(ε∞ + 2)] (E₀² − E_TO²)/(γE₀)
= 0.345 × 3693/69.2 = 18.4.

At this energy kR = 0.0292 and gR³ = 1.66 × 10⁻⁵. The denominator in (10) is close to one, and the peak is 𝒯 ≈ 12 × 1.66 × 10⁻⁵ × 18.4 = 3.7 × 10⁻³. The line is nearly Lorentzian with full width γ, so its area is πγ/2 times the height, or 3.46 × 10⁻³ meV.

At 300 K the occupation at the peak is n = 0.0117. With surroundings at zero temperature, (1) gives

P ≈ E₀ n × area/(2πħ) = 115.3 × 0.0117 × 3.46 × 10⁻³ meV²/(2πħ) ≈ 181 fW.

Numerical integration of (10) over energy gives 180 fW, or 1.8 × 10⁻¹³ W. Halving the energy panels changes this by a relative 5 × 10⁻⁸.

Replace n by ½ and the same line appears to emit about 43 times as much. Integrated up to 200 meV, the apparent zero-point emission is 7768 fW. Over the same range, the vacuum field loses 7773 fW by extinction, of which 5 fW is scattered and 7768 fW absorbed. A calculation that left out the incoming vacuum would report a cold sphere radiating far more than the real thermal signal of a sphere at room temperature.

The spurious power also depends on where the integral is stopped. Up to 1000 meV it is 8792 fW. In this model, with its constant damping γ, Im ε falls as E⁻³ well above the phonon while g grows as E³, so 𝒯 tends to a constant and the integrand E𝒯/2 grows in proportion to E. In the dipole formula its logarithmic slope is 0.88 between 500 and 1000 meV and 0.97 between 1000 and 2000 meV. At still higher energy the denominator in (10) ends this growth, but there a single dipole no longer describes the sphere. The growth should not be read as a property of a real crystal, whose damping varies with frequency. If γ is made to fade above 150 meV, most of the increase between 200 and 1000 meV disappears.

In the dipole formula, vacuum extinction up to 1000 meV reaches 1.468 × 10⁶ fW, nearly all of it scattering; the full multipole series gives about 3 % more. That large number heats nothing: scattering returns the energy to the field, and the remaining 8792 fW again equals the apparent emission.

**The model beside a real particle**

The parameters are rough values typical of silicon carbide, whose optical phonons lie near 100 meV. With the other settings held fixed, the 300 K power changes by +0.14 % if the full multipole (Mie) series replaces the dipole, by −0.4 % if the damping is doubled, and by +0.5 % if both phonon energies rise by 1 %. That last figure hides a near cancellation: raising E_TO alone by 1 % lowers the power by about 4 %, raising E_LO alone by 1 % increases it by about 5 %, and ε∞ = 6.5 instead of 6.7 adds about 2 %. Crystal anisotropy shifts these quantities unequally, so for a real particle the 180 fW is uncertain by at least a few per cent. Surroundings at 77 K instead of zero lower it by 0.0004 %. With a rough heat capacity of 2 J/(cm³ K), the sphere holds about 3.1 × 10⁻¹³ J on the scale CT_b, and dividing this by the emitted power gives 1.7 s. That ratio sets only a scale, because the power falls steeply as the sphere cools. With constant heat capacity and surroundings at zero temperature, the sphere cools from 300 K to 250 K in about 0.5 s, but needs about 11 s to reach 150 K. The heat capacity of a real crystal falls on cooling, which shortens the second time: a Debye estimate with a Debye temperature of 1200 K gives about 4.5 s. All these times are very long compared with the phonon period, so the temperature can be treated as steady when the power at a given moment is computed. Warm surroundings matter far more than any of these changes: if they are also at 300 K, the net power falls from 180 fW to zero. A support or a nearby surface opens further channels of exchange, which this free-sphere model does not include. Free carriers are left out as well. For an effective mass of 0.4 electron masses and a mobility of 100 cm²/(V s), a Drude term raises the 300 K power by about 0.7 % at 10¹⁷ carriers per cm³ and by about 7 % at 10¹⁸, so the figures above are meant for lightly doped material.

**When the vacuum does yield radiation**

The cancellation was derived for a body at rest whose properties do not change in time. Suppose the link between the two chains is modulated as 0.3[1 + 0.1 cos Ωt], starting from the joint ground state. The added energy is proportional to u² cos Ωt, where u is the stretch of the link. Acting on the ground state, u² can create two quanta, with a time dependence exp[i(ω₁ + ω₂)t]. The drive supplies exp(−iΩt), and the amplitude builds up steadily when

ω₁ + ω₂ = Ω.

For Ω = 1.6, step-by-step integration of the motion gives a power of 4.65 × 10⁻⁴ ħk/m drawn from the drive. The body chain gains 2.61 × 10⁻⁴ and the field chain 2.04 × 10⁻⁴ in the same unit. The field receives real energy at zero temperature, and the modulating agent pays for it.

**What to do in a calculation**

For a stationary linear body exchanging heat with its surroundings, use n(T_b) − n(T_e) and leave the ½ out of both terms. A simulation that drives random currents with the symmetrized weight coth(ħω/2kT) must also send in random waves with the corresponding weight, and must keep their interference with the scattered field. Normally ordered weights, proportional to n, may be used for both sources instead; mixing the two conventions leaves a false power such as the 7768 fW above.

When the two sources are computed separately, a useful diagnostic is to set both temperatures to the same nonzero value. The computed power should then vanish within numerical error, whatever the frequency cutoff. This tests the balance of the sources, not the material data: a wrong polarizability used consistently in both terms also passes. A test at zero temperature is informative only if the weights keep a zero-point part, as the symmetrized ones do: with weights proportional to n both sources are then absent, and any error passes unseen. If the power at equal temperatures does not vanish, look first for a missing source, for different weights of the two sources, or for a dropped interference term. If the body rotates, or if its properties are modulated in time, formula (1) does not apply as it stands, and the mechanical work or the work done by the drive must enter the energy balance.
